\section*{Second-Order Split-Step Propagation with Dispersion, Kerr Phase and Two-Photon Absorption}

\section{Definitions and conventions}

A pulse travels along a single-mode waveguide in the direction $z$. Its envelope $A(z,t)$ multiplies the carrier $\exp(i\beta_0z-i\omega_0t)$, and $t$ is measured in a frame moving with the group velocity. The normalization is $|A|^2=P$, the guided power in W. The equation to be solved is
\begin{equation}
\frac{\partial A}{\partial z}=-\frac{i\beta_2}{2}\frac{\partial^2A}{\partial t^2}+c\,|A|^2A,\qquad c=i\gamma-\frac{\kappa}{2}.
\label{eq:model}
\end{equation}
Here $\beta_2$ is the group-velocity dispersion, $\gamma$ the Kerr coefficient and $\kappa$ the two-photon absorption (TPA) coefficient. Both nonlinear coefficients refer to guided power and have the unit $1/(\mathrm{W\,m})$.

The model has one polarization, constant coefficients and an instantaneous response. Linear loss, free carriers, Raman response and higher-order dispersion are left out. Free carriers generated by TPA have a memory: their density at time $t$ depends on the power at earlier times. Including them would therefore destroy the pointwise local step used below.

The power balance fixes the meaning of $\kappa$. Since $\partial_zP=2\,\mathrm{Re}(A^*\partial_zA)$ and $\mathrm{Re}(-iw)=\mathrm{Im}\,w$,
\begin{equation}
\frac{\partial P}{\partial z}=\beta_2\frac{\partial}{\partial t}\mathrm{Im}\!\left(A^*\frac{\partial A}{\partial t}\right)-\kappa P^2 .
\end{equation}
The Kerr term has dropped out because $i\gamma P^2$ has no real part. For a pulse that vanishes at the ends of the time window, integration removes the derivative:
\begin{equation}
\frac{dE}{dz}=-\kappa\int P^2\,dt,\qquad E=\int P\,dt .
\label{eq:energy}
\end{equation}
Dispersion moves energy in time, while TPA removes it, fastest where the power is high.

\section{One time sample by hand}

Without dispersion every instant evolves alone. Its power obeys $dP/dz=-\kappa P^2$. Dividing by $-P^2$ gives $d(1/P)/dz=\kappa$, so that after a distance $h$
\begin{equation}
P(h)=\frac{P_0}{1+\kappa P_0h}.
\end{equation}
The phase $\phi$ grows at the rate $\gamma P$. Its increment is
\begin{equation}
\Delta\phi=\gamma\int_0^h\frac{P_0\,dz}{1+\kappa P_0z}=\frac{\gamma}{\kappa}\ln(1+\kappa P_0h).
\end{equation}
The modulus of $A$ scales as the square root of the power. Modulus and phase combine into one factor:
\begin{equation}
A(h)=A_0\,(1+\kappa P_0h)^{-1/2+i\gamma/\kappa}.
\label{eq:local}
\end{equation}

Take $\gamma=200$ and $\kappa=80$ in $1/(\mathrm{W\,m})$, $P_0=2$ W and $h=0.25$ mm. Then $\kappa P_0h=80\times2\times0.00025=0.04$. The power becomes $2/1.04=1.9231$ W, and the phase increment is $2.5\ln1.04=0.09805$ rad. Had the power stayed at 2 W, the phase would have been $200\times2\times0.00025=0.1$ rad.

Two limits are useful. For $\kappa\to0$, $\ln(1+\kappa P_0h)\to\kappa P_0h$, and equation (\ref{eq:local}) becomes the Kerr rotation $A_0e^{i\gamma P_0h}$. In floating-point work the logarithm should be evaluated by a function designed for $\ln(1+x)$ at small $x$, with a separate branch at $\kappa=0$. For $\kappa P_0h\gg1$ the output power tends to $1/(\kappa h)$, whatever the input power, and the phase grows only logarithmically with $P_0$.

\section{Two time samples by hand}

The smallest periodic grid on which dispersion acts has two samples, $a$ and $b$. Write $s=(a+b)/2$ and $d=(a-b)/2$, so that $a=s+d$ and $b=s-d$. The sum $s$ has frequency zero and does not change under dispersion. The difference $d$ has frequency $\omega=\pi/\Delta t$ and acquires the phase $\beta_2\omega^2h/2$ over a distance $h$, as derived in the next section.

Start with $a=\sqrt P$, $b=0$, hence $s=d=\sqrt P/2$. Let $\beta_2<0$ and choose $h$ so that half a dispersion step gives $d$ the phase $-\pi/2$. A Strang step has three stages.
\begin{enumerate}
\item Half a dispersion step: $d=-i\sqrt P/2$, so $a=\sqrt P(1-i)/2$ and $b=\sqrt P(1+i)/2$. Each sample now carries the power $P/2$.
\item A full local step: both samples are multiplied by $g=(1+\kappa Ph/2)^{-1/2+i\gamma/\kappa}$.
\item Half a dispersion step: $d=(-i)(-i)g\sqrt P/2=-g\sqrt P/2$, while $s=g\sqrt P/2$. Hence $a=0$ and $b=g\sqrt P$.
\end{enumerate}
The output power is $P/(1+\kappa Ph/2)$. If the whole dispersion step is put before or after the local step, all the power sits in one sample during absorption, and the output is $P/(1+\kappa Ph)$. The two operations do not commute.

The error can be found when $\gamma Ph$ and $\kappa Ph$ are both small. To leading order the power then follows dispersion alone. When $d$ has acquired a phase of size $\varphi$, the sample powers are $P\cos^2(\varphi/2)$ and $P\sin^2(\varphi/2)$, and the sum of their squares is
\begin{equation}
P^2\left(\cos^4\frac{\varphi}{2}+\sin^4\frac{\varphi}{2}\right)=P^2\left(1-\tfrac12\sin^2\varphi\right).
\end{equation}
Over the full step $\varphi$ runs from 0 to $\pi$. The average of this expression is $\tfrac34P^2$, whereas the Strang step samples it at the middle and finds $\tfrac12P^2$. This step is far too coarse. For a small total phase $\Phi$ the true average is $P^2(1-\Phi^2/6)$ and the midpoint value is $P^2(1-\Phi^2/8)$. The loss in one step is therefore wrong by $\kappa P^2h\,\Phi^2/24$. Since $\Phi\propto h$, this error is of order $h^3$.

\section{The general algorithm}

On a periodic grid of $N$ samples, expand $A=\sum_\omega a_\omega e^{-i\omega t}$. Two time derivatives give the factor $-\omega^2$, so the dispersion term alone reads $da_\omega/dz=+i(\beta_2\omega^2/2)a_\omega$. Its solution is
\begin{equation}
a_\omega(h)=a_\omega(0)\,e^{i\beta_2\omega^2h/2}.
\end{equation}
Call this map $\mathcal D_h$ and the local map (\ref{eq:local}) $\mathcal N_h$. One Strang step is
\begin{equation}
\mathcal S_h=\mathcal D_{h/2}\,\mathcal N_h\,\mathcal D_{h/2}.
\end{equation}
In a chain of $n$ steps, adjacent half steps merge because $\mathcal D_{h/2}\mathcal D_{h/2}=\mathcal D_h$:
\begin{enumerate}
\item Apply $\mathcal D_{h/2}$ once.
\item Apply $\mathcal N_h$ to every time sample, then $\mathcal D_h$. Repeat until $n-1$ such pairs are done.
\item Apply $\mathcal N_h$ a last time, then $\mathcal D_{h/2}$.
\end{enumerate}
This costs $n+1$ pairs of Fourier transforms. A field wanted at an intermediate distance needs the closing half step there.

The map $\mathcal D_h$ conserves energy, and $\mathcal N_h$ cannot raise the power of any sample when $h>0$. The computed energy therefore cannot grow, however large the step. The two-sample example shows that such stability does not imply accuracy.

\section{The error of one step}

On the grid, equation (\ref{eq:model}) is a smooth system of ordinary differential equations for a vector $u$, whose real and imaginary parts are the independent variables. Let $D$ be the linear dispersion operator, and set $F(u)=Du$ and $G(u)=c|u|^2u$, with products taken sample by sample. To each field belongs a Lie derivative: $Xf=f'(u)F(u)$ and $Yf=f'(u)G(u)$ for any smooth function $f$. A function evaluated after the flow of $F$ over $h$ equals $e^{hX}f$. The Strang step thus corresponds to $e^{hX/2}e^{hY}e^{hX/2}$, and the true step to $e^{h(X+Y)}$. The product reads the same in both directions, so the reversal of order that accompanies a composition of flows has no effect.

Expand both expressions without exchanging $X$ and $Y$. In the Strang product, a word with $p$ factors $X$ from the left exponential, $q$ factors $Y$ and $r$ factors $X$ from the right has the coefficient $2^{-p-r}/(p!\,q!\,r!)$. At order $h$ the sum is $X+Y$. At order $h^2$, $XX$ receives $\tfrac18+\tfrac14+\tfrac18=\tfrac12$, and $XY$, $YX$ and $YY$ receive $\tfrac12$ each. This agrees with $(X+Y)^2/2$.

At order $h^3$ every word in the true expansion has the coefficient $\tfrac16$. The Strang coefficients are
\begin{align}
&XXY:\tfrac18,\quad XYX:\tfrac14,\quad YXX:\tfrac18,\nonumber\\
&XYY:\tfrac14,\quad YXY:0,\quad YYX:\tfrac14,
\end{align}
and $\tfrac16$ for $XXX$ and $YYY$. Subtracting $\tfrac16$ from each leaves
\begin{align}
R&=-\tfrac1{24}(XXY-2XYX+YXX)+\tfrac1{12}(YYX-2YXY+XYY)\nonumber\\
&=-\tfrac1{24}[X,[X,Y]]+\tfrac1{12}[Y,[Y,X]].
\label{eq:remainder}
\end{align}
The local error is $h^3Ru+O(h^4)$.

To evaluate it, apply the operators to $f(u)=u$. Then $XYu=G'F$ and $YXu=F'G$, so the commutator is the vector field $B=[F,G]=G'F-F'G$. The derivative of $G$ in a direction $v$ is $G'(u)v=c(2|u|^2v+u^2v^*)$. This gives
\begin{align}
B(u)&=G'(u)Du-DG(u),\\
Ru&=-\tfrac1{24}\left(B'Du-DB\right)+\tfrac1{12}\left(G'B-B'G\right).
\label{eq:vector}
\end{align}
The last bracket has this sign because $[G,[G,F]]=-[G,B]=-(B'G-G'B)$.

In continuous time $B$ can be written out. With $D=-i(\beta_2/2)\partial_t^2$, the terms containing $|u|^2u_{tt}$ cancel, and
\begin{equation}
B=i\beta_2c\left(u^2u^*_{tt}+u^*u_t^2+2u|u_t|^2\right).
\end{equation}
Inserting $u=re^{i\theta}$ with real $r$ and $\theta$, one finds that all terms containing $\theta_t$ cancel:
\begin{equation}
B=i\beta_2c\,e^{i\theta}\left(r^2r_{tt}+3r\,r_t^2-i\,r^3\theta_{tt}\right).
\end{equation}
Thus $B$ vanishes for a constant envelope, and a uniform frequency shift, for which $\theta_{tt}=0$, does not change its modulus. Steep edges and a strong chirp $\theta_{tt}$ make it large. Such features raise the error of a single step even at unchanged peak power. The error over a full length also depends on how the pulse evolves: an input chirp can raise or lower it, depending on its sign.

\section{From one step to the full length}

Use the grid norm $\|u\|^2=\Delta t\sum_j|u_j|^2$. The energy does not grow in the true flow or in the algorithm, so every sample satisfies $|u_j|^2\le M^2=E(0)/\Delta t$. On the disc of radius $M$ the derivative of $|u|^2u$ has norm at most $3M^2$. Two local solutions with difference $w$ therefore obey
\begin{equation}
\frac{d\|w\|}{dz}\le K\|w\|,\qquad K=3|c|M^2 .
\end{equation}
A local step enlarges a difference by at most $e^{Kh}$, and dispersion leaves it unchanged.

Let $e_n$ be the norm of the error after $n$ steps. Adding and subtracting a Strang step started from the true solution gives $e_{n+1}\le e^{Kh}e_n+Ch^3$, where $C$ bounds the local error coefficient for sufficiently small $h$. With $e_0=0$ and $nh=L$,
\begin{equation}
e_n\le Ch^3\frac{e^{KL}-1}{e^{Kh}-1}\le Ch^2\,\frac{e^{KL}-1}{K},
\end{equation}
because $e^{Kh}-1\ge Kh$. This proves second order on a fixed grid.

The bound is no practical estimate of the error. For the pulse treated below, $\Delta t=4/512=0.0078$ ps and $M^2=0.3545/0.0078=45$ W, although the input peak is 2 W. With $|c|=204$ $1/(\mathrm{W\,m})$ and $L=0.01$ m, $KL$ is about 280. The useful size of the error has to be measured.

\section{Reversibility and an error estimate}

The local flow can be undone although it absorbs energy. If $P'=P/(1+\kappa Ph)$, then $1-\kappa P'h=1/(1+\kappa Ph)>0$, and a local step by $-h$ restores both power and phase. Hence $\mathcal S_{-h}\mathcal S_h=1$. This does not make backward propagation safe for arbitrary data: a negative step diverges where $\kappa P'h$ reaches one.

Write the Strang product as a formal exponential $e^{\Omega(h)}$. Reversibility requires $\Omega(-h)=-\Omega(h)$, so $\Omega(h)/h$ contains even powers only. After $n=L/h$ steps the operator is $e^{L\Omega(h)/h}$. The asymptotic expansion of the result is therefore
\begin{equation}
u_h=u+h^2v_2+h^4v_4+\cdots .
\end{equation}
Halving the step gives $u_{h/2}=u+h^2v_2/4+h^4v_4/16+\cdots$. Subtraction yields $u_h-u_{h/2}=\tfrac34h^2v_2+O(h^4)$, so that
\begin{equation}
\|u_{h/2}-u\|\approx\tfrac13\|u_h-u_{h/2}\| .
\end{equation}
The combination $(4u_{h/2}-u_h)/3=u-h^4v_4/4+\cdots$ is of fourth order.

\section{What a frozen power costs}

A simpler local step holds the power at its initial value: $A_0e^{cP_0h}$. With $x=\kappa P_0h$ and $\sigma=c/\kappa$, the exact factor is $(1+x)^\sigma=1+\sigma x+\sigma(\sigma-1)x^2/2+\cdots$, and the frozen factor is $e^{\sigma x}=1+\sigma x+\sigma^2x^2/2+\cdots$. Therefore
\begin{equation}
A_{\rm exact}-A_{\rm frozen}=-\frac{c\,\kappa P_0^2h^2}{2}A_0+O(h^3).
\end{equation}
An error of order $h^2$ in each of $L/h$ steps gives a global error of order $h$. The symmetric arrangement of the substeps cannot repair it. For $\kappa=0$ the two factors coincide.

In the one-sample example, the frozen power after the step is $2e^{-0.04}=1.9216$ W instead of 1.9231 W. The frozen phase is too large by 0.0019 rad, close to the leading estimate $\gamma P_0h\,x/2=0.1\times0.02=0.002$ rad.

\section{A pulse in a model waveguide}

The parameters are round values for a model waveguide: $\beta_2=-1$ ps$^2$/m, $L=10$ mm, and $\gamma$ and $\kappa$ as above. The input is $A=\sqrt{P_0}\,e^{-t^2/(2T_0^2)}$ with $P_0=2$ W and $T_0=0.1$ ps. The characteristic lengths are
\begin{align}
T_0^2/|\beta_2|&=0.01/1\ \mathrm m=10\ \mathrm{mm},\nonumber\\
1/(\gamma P_0)&=1/400\ \mathrm m=2.5\ \mathrm{mm},\\
1/(\kappa P_0)&=1/160\ \mathrm m=6.25\ \mathrm{mm}.\nonumber
\end{align}
None exceeds the device length, so no effect can be treated as small.

The reference solution comes from adaptive integration of the unsplit equation on the same 512-point grid, with a differentiation matrix in place of Fourier transforms. Errors in the table are norms of the difference relative to the norm of the reference.

\begin{center}
\begin{tabular}{rrcc}
steps & $h$ ($\mu$m) & exact substep & frozen substep\\
20 & 500 & $4.38\times10^{-3}$ & $5.42\times10^{-2}$\\
40 & 250 & $1.10\times10^{-3}$ & $2.78\times10^{-2}$\\
80 & 125 & $2.77\times10^{-4}$ & $1.40\times10^{-2}$\\
160 & 62.5 & $6.92\times10^{-5}$ & $7.05\times10^{-3}$\\
320 & 31.25 & $1.73\times10^{-5}$ & $3.53\times10^{-3}$
\end{tabular}
\end{center}

Between the last two rows the exact-substep error falls by $6.92/1.73=4.0$, which is order two. The frozen-substep error falls by 2.0, which is order one, and at 320 steps it is about 200 times larger. The step-halving estimate at 320 steps is $1.73\times10^{-5}$, in agreement with the measured error, and it needs no reference solution.

The extrapolated errors are $4.6\times10^{-5}$, $1.06\times10^{-6}$ and $6.0\times10^{-8}$ for the pairs 20/40, 40/80 and 80/160. The last ratio, 17.6, is near the value 16 of fourth order. The first, 43, is not, so the coarsest pair does not yet follow the leading term. The data do not identify the cause. A general caution applies at such steps: at the highest grid frequency, $\pi/\Delta t=402$ rad/ps, the dispersion phase for $h=500$ $\mu$m is $\tfrac12\times402^2\times0.0005=40$ rad. An expansion in $h$ is useful there only if these frequencies carry negligible amplitude.

The local error was tested separately. For single steps of 20 and 10 $\mu$m, the measured error divided by $h^3$ deviates from the vector (\ref{eq:vector}) by 0.83\% and 0.41\% of its norm. The deviation halves with $h$, as the next term of the expansion requires.

The relative sign of dispersion and Kerr phase is tested by the fundamental soliton at $\kappa=0$, $A=\sqrt{P_s}\,\mathrm{sech}(t/T_0)\,e^{i\gamma P_sz/2}$ with $P_s=|\beta_2|/(\gamma T_0^2)$. Its relative error falls from $2.56\times10^{-6}$ at 160 steps to $6.40\times10^{-7}$ at 320.

Grid error is a separate matter, since reducing $h$ does not cure it. A comparison of two grids at a fixed step count can, however, also contain step error. Doubling the window and halving the sample spacing changes the 160-step field by a relative $9\times10^{-14}$ with TPA and $9\times10^{-7}$ without it. The larger value comes from the finer spacing, not from the wider window, and it is mostly a step effect: it falls to $2\times10^{-9}$ at 640 steps and stays there at 1280. Only this remainder is independent of $h$.

The physical results, with control runs in which one effect is removed, are as follows.

\begin{center}
\begin{tabular}{lcc}
model & transmitted energy & output peak (W)\\
full & 0.411 & 1.47\\
no TPA & 1.000 & 4.52\\
no dispersion & 0.497 & 0.769
\end{tabular}
\end{center}

Without dispersion the peak follows by hand: $2/(1+80\times2\times0.01)=2/2.6=0.769$ W. Its nonlinear phase is $2.5\ln2.6=2.39$ rad, against 4 rad for the Kerr effect alone.

Without TPA the peak at the output is more than twice the input peak, at unchanged energy. Dispersion alone would have lowered it: a Gaussian after one dispersion length has the peak $2/\sqrt2=1.41$ W. The Kerr phase alone would have left the power at every instant unchanged. The rise therefore requires the Kerr phase and dispersion together. These runs do not test the opposite sign of $\beta_2$.

In the full model the output peak is higher than without dispersion, yet less energy is transmitted. Equation (\ref{eq:energy}) connects the two observations. The loss is $\kappa$ times the integral of $P^2$ over time and distance, so the lower transmission means that this integral is larger: redistribution of power within the pulse has increased the absorption. The split solution loses 0.2088 pJ of the initial 0.3545 pJ, and the integral evaluated from the reference solution gives the same loss to the digits quoted. The remaining checks are contained in the program.

\section*{Computed values}
\begin{verbatim}
beta2 = -1.0 ps^2/m
gamma = 200.0 1/(W m)
kappa = 80.0 1/(W m)
Gaussian T0 = 0.100 ps; input peak = 2.000 W
length = 10.00 mm
time points = 512; window = 4.00 ps
dispersion length = 10.000 mm
Kerr length = 2.500 mm
TPA length = 6.250 mm
one substep: h = 0.250 mm; kappa*P*h = 0.04000
one substep: exact power = 1.923077 W
one substep: frozen power = 1.921579 W
one substep: exact phase = 0.098052 rad
one substep: frozen phase = 0.100000 rad
full length, local only: phase = 2.3888 rad
full length, Kerr only: phase = 4.0000 rad
local ODE relative error = 3.88e-13
Gaussian dispersion relative error = 3.54e-16
soliton relative errors, 160/320 steps = 2.562e-06 / 6.404e-07
commutator deviation, h=20/10 micrometre = 8.276e-03 / 4.149e-03
steps, h (micrometre), exact-substep error, frozen-substep error
  20   500.00  4.3787e-03  5.4198e-02
  40   250.00  1.1039e-03  2.7771e-02
  80   125.00  2.7662e-04  1.4029e-02
 160    62.50  6.9193e-05  7.0473e-03
 320    31.25  1.7301e-05  3.5314e-03
observed orders, exact substep = 1.9878, 1.9967, 1.9992, 1.9998
observed orders, frozen substep = 0.9646, 0.9852, 0.9933, 0.9968
step-halving estimate at 320 steps = 1.7297e-05
extrapolated errors, pairs 20/40, 40/80, 80/160 = 4.567e-05, 1.056e-06, 6.017e-08
last extrapolated order = 4.134
return error, exact/frozen = 7.43e-16 / 2.68e-03
grid change, with/without TPA = 9.07e-14 / 8.95e-07
input energy = 0.354491 pJ
energy lost, 320 steps = 0.208845 pJ
energy lost, reference integral = 0.208846 pJ
full model: energy = 0.14564 pJ; transmission = 0.4109; peak = 1.4731 W
no TPA: energy = 0.35449 pJ; transmission = 1.0000; peak = 4.5240 W
no dispersion: energy = 0.17613 pJ; transmission = 0.4969; peak = 0.7692 W
\end{verbatim}
